# Fixed charge or fixed potential: floating polysilicon lines in a Poisson solver

When a calculation contains a metallic region, its electrostatic part must be told what to hold fixed there: the potential or the total charge. For polysilicon lines on oxide in a plasma etcher the choice changes the answer by volts. A line wired to a supply has a known potential. A line cut off from every contact keeps the charge that ions and electrons have left on it, and its potential is an unknown. Setting such a line to zero volts, or treating its neighbours as grounded, solves a different problem.

The fixed-charge setting can be built from fixed-potential solutions. The theory below shows how, and which checks on the result carry information.

## What is being solved

Take lines much longer than their cross-section, so that the problem is two-dimensional. The lines are perfect conductors and the substrate is a grounded one. The side walls of the cell are mirror planes, and the upper boundary lies far away with zero normal field. The relative permittivity is \(\varepsilon(\mathbf r)\), and the insulator surfaces carry a known charge \(q(\mathbf r)\). In atomic units, with positive charge counted positive,

\[
\nabla\cdot(\varepsilon\nabla\phi)=-4\pi q .
\]

On line \(i\) the potential is a constant \(V_i\). With the normal \(n\) pointing out of the metal, Gauss's law gives its charge per length:

\[
\lambda_i=-\frac1{4\pi}\oint_i\varepsilon\,\partial_n\phi\,dl .
\]

The \(\lambda_i\) are given and the \(V_i\) are sought.

Let \(u_j\) be the solution without insulator charge that equals 1 on line \(j\) and 0 on all other conductors. Let \(\phi_0\) be the field of \(q\) with every line grounded. The equation is linear, so

\[
\phi=\phi_0+\sum_jV_ju_j
\]

satisfies it and takes the value \(V_i\) on line \(i\). Inserting this sum in Gauss's law gives

\[
\lambda_i=\lambda_i^0+\sum_jc_{ij}V_j,\qquad
c_{ij}=-\frac1{4\pi}\oint_i\varepsilon\,\partial_nu_j\,dl,
\]

where \(\lambda_i^0\) is the charge that \(q\) induces on line \(i\) when all lines are grounded. The floating potentials therefore follow from a small linear system. In atomic units a capacitance per length is dimensionless. With lengths in nm, charges in e/nm and potentials in volts, the system reads

\[
\sum_jc_{ij}V_j=K(\lambda_i-\lambda_i^0),\qquad K=\frac{e}{4\pi\epsilon_0}=1.43996\ \text{V nm}.
\]

## Why the system has one solution

Since \(\nabla\cdot(\varepsilon\nabla u_j)=0\), we have \(\nabla\cdot(u_i\varepsilon\nabla u_j)=\varepsilon\nabla u_i\cdot\nabla u_j\). Integrate this over the space outside the metal. The outward normal of that space is \(-n\) on a conductor, the outer walls carry no flux, and \(u_i\) is 1 on line \(i\) and 0 on the other conductors. Hence

\[
\int\varepsilon\nabla u_i\cdot\nabla u_j\,d^2r=-\oint_i\varepsilon\,\partial_nu_j\,dl=4\pi c_{ij}.
\]

The left side does not change when \(i\) and \(j\) are exchanged, so \(c_{ij}=c_{ji}\). For any set of numbers \(v_i\),

\[
\sum_{ij}v_ic_{ij}v_j=\frac1{4\pi}\int\varepsilon\Big|\nabla\sum_iv_iu_i\Big|^2d^2r .
\]

This vanishes only if \(\sum_iv_iu_i\) is constant. The constant must be zero because the substrate is at zero, and then every \(v_i\) is zero. The matrix is positive definite and can be inverted. Without a grounded conductor this argument fails: a constant could be added to all potentials, and the matrix would be singular.

The signs follow from the maximum principle, \(0\le u_j\le1\). On a line \(i\ne j\) the value 0 is the minimum, so \(\partial_nu_j\ge0\) there and \(c_{ij}\le0\). The same holds for the substrate charge \(c_{\mathrm{sub},j}\). No flux leaves through the outer walls, so all charges in the field \(u_j\) cancel:

\[
\sum_ic_{ij}+c_{\mathrm{sub},j}=0 .
\]

Each column sum over the lines is thus \(-c_{\mathrm{sub},j}\ge0\). For the complete field the same law reads \(\sum_i\lambda_i+\int q\,d^2r+\lambda_{\mathrm{sub}}=0\). If the upper boundary is held at a fixed potential instead, it is one more electrode and its charge belongs in both sums.

## Insulator charge without a new field solution

The induced charges can be read from the \(u_i\). Integrate \(u_i\nabla\cdot(\varepsilon\nabla\phi_0)-\phi_0\nabla\cdot(\varepsilon\nabla u_i)\) over the same space. The first term is \(-4\pi qu_i\) and the second is zero. Turned into a boundary integral, the expression loses every term with \(\phi_0\), which vanishes on all conductors, and keeps the \(u_i\) term on line \(i\) alone:

\[
-4\pi\int q\,u_i\,d^2r=-\oint_i\varepsilon\,\partial_n\phi_0\,dl=4\pi\lambda_i^0,
\]

\[
\lambda_i^0=-\int q\,u_i\,d^2r .
\]

The value of \(u_i\) at a point is the fraction of a charge there that line \(i\) mirrors with opposite sign. In a simulation where \(q\) changes as particles land, the \(u_i\) are computed once for a given geometry, and each update of the line potentials costs one weighted sum per line and one small linear solve.

## How the charge should be evaluated on a mesh

Surround each mesh node by a cell. For neighbours \(a\) and \(b\) let \(g_{ab}\) be the permittivity times the length of their common face, summed over the materials along it and divided by the node distance. Gauss's law for the cell is

\[
(A\phi)_a=\sum_bg_{ab}(\phi_a-\phi_b)=4\pi q_a ,
\]

where \(q_a\) is the charge in the cell. The charge of a line is the sum of \((A\phi)_a/4\pi\) over its nodes, less any insulator charge assigned to those nodes. Because \(g_{ab}=g_{ba}\), the matrix \(A\) is symmetric. Because \(Au_j\) vanishes on all free nodes, \(u_i^{T}Au_j=4\pi c_{ij}\), so the discrete \(c\) is symmetric too. Each link enters \(\sum_a(A\phi)_a\) twice with opposite signs, so the total charge is zero on any mesh, however coarse.

These two properties can reveal links assembled unsymmetrically or an unconverged linear solver. They say nothing about mesh error, and a wrong permittivity passes both. Two further checks look more independent. They can expose a permittivity in the matrix that differs from the one they use along their own path, but they too say nothing about mesh error.

The first is a trapezoidal contour integral of central differences around a line. On a uniform mesh, give the nodes inside the rectangle weight \(w=1\), those on its edges 1/2, those on its corners 1/4 and the rest 0. Then

\[
\sum_aw_a(Au)_a=\sum_{\text{links}}g_{ab}(w_a-w_b)(u_a-u_b).
\]

A link normal to an edge has a weight difference of 1/2 on either side of that edge, or 1/4 at a corner. The right side is therefore the contour integral itself, and it must reproduce the node charges. In the example below the two agree to \(10^{-13}\) of the largest \(c_{ij}\).

The second is the substrate charge from the one-sided formula \((-3u_0+4u_1-u_2)/2h\), where \(h\) is the mesh width. This equals \(\tfrac32(u_1-u_0)/h-\tfrac12(u_2-u_1)/h\). Summed along the substrate, both layer differences carry the same flux, since the oxide between them holds no charge, and \(\tfrac32-\tfrac12=1\). Here the balance closes to \(2\times10^{-13}\) of the largest \(c_{ij}\).

## What limits the accuracy

The error comes mainly from the sharp foot of a line, where metal, oxide and vacuum meet. Measure the angle \(\theta\) from the underside of the line. Oxide fills \(0<\theta<\pi\), vacuum fills \(\pi<\theta<3\pi/2\), and the potential relative to the line vanishes at both ends. Near the corner try \(r^\nu\sin\nu\theta\) in the oxide and \(Br^\nu\sin\nu(3\pi/2-\theta)\) in the vacuum. Continuity of the potential and of the normal displacement at \(\theta=\pi\) requires

\[
\sin\nu\pi=B\sin\frac{\nu\pi}2,\qquad \varepsilon_{\mathrm{ox}}\cos\nu\pi=-B\cos\frac{\nu\pi}2 .
\]

Divide the second equation by the first and set \(t=\tan(\nu\pi/2)\), so that \(\cot\nu\pi=(1-t^2)/2t\):

\[
\varepsilon_{\mathrm{ox}}\frac{1-t^2}{2t}=-\frac1t
\quad\Rightarrow\quad
\tan^2\frac{\nu\pi}2=1+\frac2{\varepsilon_{\mathrm{ox}}}.
\]

For \(\varepsilon_{\mathrm{ox}}=3.9\) this gives \(\nu=0.565\), and the field diverges as \(r^{-0.435}\). The field energy within a distance \(h\) of the corner scales as \(\int_0^hr^{2\nu-2}r\,dr\propto h^{2\nu}\). As an estimate, the capacitance error should fall with the same power, 1.13. Meshes of 10, 5 and 2.5 nm give 1.17 for \(c_{22}\). Halving the mesh width thus slightly more than halves the error.

Integrating the pointwise surface gradient over the metal is worse. The charge density goes as \(r^{\nu-1}\), so the piece next to the corner holds a charge of order \(h^\nu\), which a pointwise rule does not resolve. At 2.5 nm the largest error of this method, relative to the node charges, is 4.5% of the largest \(c_{ij}\). Its asymmetry is just 0.03% on the same scale. Near-symmetry is therefore weak evidence for correct charges: an error in a diagonal element leaves symmetry untouched. It does upset the column sum, unless another error in that column cancels it.

Accuracy needs a case with a known answer. Two thin strips 60 nm wide and 40 nm apart, midway between grounded plates 100 nm apart in vacuum, have a closed conformal-mapping solution in elliptic integrals, which is used here without derivation. It gives \(c_{11}+c_{12}=0.30577\) when the strip potentials are equal, and \(c_{11}-c_{12}=0.36441\) when they are opposite. The finite-volume values, extrapolated linearly from meshes of 2.5 and 1.25 nm, are 0.30576 and 0.36434.

## Three lines during overetch

Three lines, 100, 150 and 100 nm wide and 100 nm high, stand on 100 nm of oxide and carry 100 nm of resist with permittivity 3.0. The gaps are 100 and 150 nm, and the mirrored cell is 1000 nm wide. The lines hold 2.0, 5.0 and 2.5 e/nm. The floors of the two gaps carry 0.20 µC/cm² and the six resist sidewalls −0.05 µC/cm², which adds up to 1.25 e/nm. On the 2.5 nm mesh

\[
c=\begin{pmatrix}0.8464&-0.1971&-0.0162\\-0.1971&1.0604&-0.1262\\-0.0162&-0.1262&0.8083\end{pmatrix}.
\]

The diagonal elements are still about 0.003 too large on this mesh, and the magnitudes of \(c_{12}\) and \(c_{23}\) about 0.001 and 0.0005 too large. Multiplication by \(4\pi\epsilon_0=111.265\) pF/m gives 94, 118 and 90 pF/m on the diagonal. A parallel-plate estimate for the middle line, \(\varepsilon_{\mathrm{ox}}w/4\pi t_{\mathrm{ox}}=3.9\times150/(4\pi\times100)=0.47\), is less than half of \(c_{22}\). When all lines share one potential, the coupling between them carries no charge, and the middle line has the row sum 0.737 (about 0.735 on a mesh refined at the line edges). Even then the fringing field matters, because the line is only 1.5 times as wide as the oxide is thick.

On the same mesh the induced charges are 0.1249, −0.4162 and −0.0020 e/nm. Refining the mesh at the line edges shifts them by up to 0.008 e/nm and brings the third to about +0.002 e/nm, so its sign on the 2.5 nm mesh has no meaning. The right-hand sides are

\[
\begin{aligned}
1.43996\,(2.0-0.1249)&=2.700\ \text{V},\\
1.43996\,(5.0+0.4162)&=7.799\ \text{V},\\
1.43996\,(2.5+0.0020)&=3.603\ \text{V},
\end{aligned}
\]

and the solution is \(V=(5.42,\,9.07,\,5.98)\) V. The first row confirms it: \(0.8464\times5.417-0.1971\times9.074-0.0162\times5.983=2.70\) V.

The last mesh refinement changed the potentials by at most 0.017 V. If the error falls as \(h^{1.13}\), the part still missing is \(0.017/(2^{1.13}-1)\approx0.014\) V. A separate solution on the 5 nm mesh replaced the lines by bodies of permittivity \(10^7\) with the charges placed inside. It reproduced the superposed potentials of that mesh within \(10^{-5}\) V. This tests the superposition, not the mesh.

The line charges alone give 5.50, 8.51 and 5.89 V, and the insulator charge adds −0.08, 0.56 and 0.09 V. Refining the mesh at the line edges raises the first three values by about 0.02 V and lowers the other three by about 0.01 V, so the two errors partly cancel in the total. Line 3 has almost no induced charge, so its 0.09 V comes chiefly through its coupling to line 2.

## What the wrong setting costs

Grounding the neighbours of each line in turn gives \(K\lambda_i/c_{ii}\), which is 3.40, 6.79 and 4.45 V. Compared with the potentials from the line charges alone, these are too low by 38, 20 and 24%.

The sign of this error is general for lines with non-negative charges and no insulator charge. Suppose the lowest potential \(V_m\) were negative. Then

\[
K\lambda_m=V_m\sum_jc_{mj}+\sum_{j\ne m}c_{mj}(V_j-V_m)
\]

would be negative, because the row sum is positive and the other terms are not, against the assumption. (The row sum is the charge on line \(m\) when all lines are at potential 1. It is positive unless other lines, alone or together with the outer walls, cut line \(m\) off from the substrate, a case excluded here.) So all \(V_j\ge0\), and

\[
V_i=\frac{K\lambda_i+\sum_{j\ne i}|c_{ij}|V_j}{c_{ii}}\ \ge\ \frac{K\lambda_i}{c_{ii}} .
\]

The response to a small added charge is a different question. If charge is added to line 2 while the charges of lines 1 and 3 stay fixed, their potentials adjust. Eliminating them leaves

\[
c_{22}^{\mathrm{float}}=c_{22}-\sum_{i,j\in\{1,3\}}c_{2i}\,(c_{\{1,3\}}^{-1})_{ij}\,c_{j2}=1.0604-0.0668=0.9936,
\]

where \(c_{\{1,3\}}\) is the block of lines 1 and 3. Like \(c_{22}\), this value is about 0.003 too large on this mesh. It is 6% below the value with grounded neighbours. Most of the 20% error for line 2 therefore comes from ignoring the charge on its neighbours, not from their polarization.

## Choosing the setting

Fix the charge of a conductor that exchanges none during the time of interest. Fix the potential of one that is wired to a supply. On a real wafer the electrostatic potential of such a line differs from the supply voltage by the flat-band voltage, about 1 V in magnitude for n⁺ polysilicon over p-type silicon; the perfect-conductor model here leaves this offset out. If both kinds occur, let \(F\) label the floating and \(G\) the wired lines. The rows of \(F\) then give

\[
c_{FF}V_F=K(\lambda_F-\lambda_F^0)-c_{FG}V_G .
\]

Lines joined outside the cross-section are one conductor: they share a potential, and only their summed charge is prescribed. Join lines 1 and 2 in the example, neglecting charge on the joining piece. Adding their rows and columns gives

\[
\begin{aligned}
1.5126\,V_{12}-0.1424\,V_3&=10.499\ \text{V},\\
-0.1424\,V_{12}+0.8083\,V_3&=3.603\ \text{V},
\end{aligned}
\]

with the solution \(V_{12}=7.485\) V and \(V_3=5.776\) V, the last digit being kept only for the next step; refining the mesh at the line edges raises both by about 0.01 V. Line 1 now holds \(0.125+(0.6493\times7.485-0.0162\times5.776)/1.43996\approx3.4\) e/nm, so about 1.4 e/nm has flowed to it from line 2. Entering the two lines as separate floating conductors would miss this transfer.

## How far the model carries to a real wafer

The dimensions are in the range of dense line patterns, but 100 nm of oxide is isolation-like; a transistor's gate oxide is thinner by one to two orders of magnitude. There, potentials of several volts can drive tunnelling or breakdown, and the premise of fixed charge fails. Here the largest \(V/t_{\mathrm{ox}}\) is 0.91 MV/cm. The largest cell field is 2.3 MV/cm, against a rough breakdown field of 10, but at a sharp corner that value depends on the mesh; in a real line the rounding radius sets it. The tunnel current in the numerical output is computed from this cell field and therefore depends on the mesh as well. The largest fields occur at feet that act as anodes, which do not emit electrons. Electrons can enter the oxide from the substrate, where the field is at most 0.9 MV/cm, and from the underside of line 1 at its inner foot, where it is about 0.7 MV/cm at 0.15 nm from the corner. It grows toward the sharp corner, to about 1.0 MV/cm at 0.08 nm, a distance below which the continuum picture has no meaning. At the same distance, the underside of line 3 at its inner foot still acts as an anode. For these fields a Fowler–Nordheim estimate with a 3.1 eV barrier and 0.42 electron masses gives less than \(10^{-80}\) A/cm², which is negligible. Leakage through defects is not included.

The largest correction among those estimated is the substrate, which is not a perfect metal. For p-type silicon with \(10^{17}\) cm⁻³ at 330 K, the local band bending at the strongest substrate field is 0.9 V in equilibrium, and 2.8 V if no inversion layer has formed. These are one-dimensional estimates, and as a measure of the rise of the line potentials at fixed charge they are upper limits, 10 or 31% for the middle line. Without an inversion layer the depletion depth, about 190 nm, exceeds the line width and the space charge spreads sideways. Treating the silicon in two dimensions gives a rise of the middle line of about 0.8 V (9%) in equilibrium and 1.6 V (17%) without inversion. A sheath field of \(10^{-3}\) MV/cm adds less than 0.004 V. Surface conduction and the finite length of the lines are not estimated. The charges themselves are chosen: in a plasma they evolve with the ion and electron currents, and the calculation gives the potentials at one moment of that evolution. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
K = e/(4 pi eps0): 1.43996 V nm
capacitance factor 4 pi eps0: 111.265 pF/m
relative permittivity oxide, resist: 3.9 3.0 
surface charge floor, resist wall: 0.20 -0.05 uC/cm2
prescribed line charges: 2.00 5.00 2.50 e/nm
finest mesh: 2.5 nm, nodes: 104661
strip test even, odd c: numeric: 0.30576 0.36434 
strip test even, odd c: exact: 0.30577 0.36441 
c row 1 (dimensionless): 0.8464 -0.1971 -0.0162 
c row 2 (dimensionless): -0.1971 1.0604 -0.1262 
c row 3 (dimensionless): -0.0162 -0.1262 0.8083 
c substrate row, wall gradient: -0.6331 -0.7371 -0.6659 
capacitance row 1: 94.17 -21.93 -1.80 pF/m
capacitance row 2: -21.93 117.98 -14.04 pF/m
capacitance row 3: -1.80 -14.04 89.93 pF/m
asymmetry/max c, node charges: 2.6e-17
asymmetry/max c, contour: 1.4e-15
asymmetry/max c, surface gradient: 3.4e-04
charge error/max c, contour: 9.9e-14
charge error/max c, surface gradient: 4.5e-02
energy-integral difference/max c: 1.3e-03
unit-field Gauss imbalance/max c: 1.7e-13
induced charges lam0: 0.1249 -0.4162 -0.0020 e/nm
reciprocity difference: 3.9e-16 e/nm
line potentials V: 5.417 9.074 5.983 V
part from line charges: 5.497 8.513 5.893 V
part from insulator charge: -0.080 0.561 0.090 V
uncoupled estimate K lam/c_ii: 3.403 6.790 4.454 V
trench-floor centre potentials: 6.730 6.654 V
charge: lines, insulators, substrate: 9.5000 1.2483 -10.7483 e/nm
charge imbalance: 2.3e-12 e/nm
V on 10 nm mesh: 5.387 9.020 5.939 V
V on 5 nm mesh: 5.408 9.057 5.969 V
largest V change, last refinement: 0.0168 V
order of c_22 observed, corner: 1.17, 1.13
V change, top at 4000 not 2000 nm: 1.1e-04 V
huge-permittivity check, 5 nm mesh: 7.1e-06 V
rough inputs: T 330 K, substrate doping 1e+17 cm-3
rough poly doping: 1e+20 cm-3
substrate band bending, equilibrium: 0.92 V
substrate band bending, deep depletion: 2.79 V
poly band bending at peak field: 0.0195 V
largest V/t_ox: 0.91 MV/cm
peak oxide cell field: 2.33 MV/cm (rough limit 10)
log10 of tunnel current in A/cm2 at peak: -38.2
rough sheath field: 1e-03 MV/cm
V shift by sheath field: 0.0035 0.0034 0.0036 V
gas charge at 1e+11 cm-3: 1.9e-04 e/nm
```
